# In-plane masses of heavy and light holes in a (001) well: test program

```python
"""Result under test: in a (001) layer, with heavy-light mixing dropped,
  heavy holes (Jz=+-3/2): m0/m_z = g1-2*g2, m0/m_plane = g1+g2
  light holes (Jz=+-1/2): m0/m_z = g1+2*g2, m0/m_plane = g1-g2
so the heavy-hole subband is the lighter one in the plane when g2 > 0.
g1, g2, g3: Luttinger parameters; hole energies count upward, in eV;
lengths in nm; C = hbar^2/(2 m0) in eV nm^2. HH = heavy, LH = light hole.
The program also finds how mixing, the split-off band, finite barriers and
a gate field change the in-plane masses. Band order in all matrices:
HH+, LH+, LH-, HH-, split-off+, split-off-.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18

# Rough typical germanium values and the chosen channel
g1, g2, g3 = 13.4, 4.2, 5.7
split_off = 0.29            # eV
deformation_b = -2.3        # eV
elastic_ratio = 0.37        # C12/C11
direct_gap = 0.8            # eV
permittivity = 16.0
barrier_height = 0.15       # eV, above the HH edge of the well
WELL = 10.0                 # nm
strain = -0.008
density = 5e11              # holes per cm^2
temperature = 300.0         # K

# Angular momentum of p orbitals (X, Y, Z) with spin 1/2
levi = np.zeros((3, 3, 3))
for a, b, d in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, d], levi[b, a, d] = 1, -1
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
orbital_L = [np.kron(-1j * levi[i], np.eye(2)) for i in range(3)]
spin_S = [np.kron(np.eye(3), p / 2) for p in pauli]
total_J = [l + s for l, s in zip(orbital_L, spin_S)]
J_squared = sum(j @ j for j in total_J)
U = np.linalg.eigh(10 * J_squared + total_J[2])[1][:, ::-1]


def to_J(matrix):
    return U.conj().T @ matrix @ U


def kinetic(k, p1=g1, p2=g2, p3=g3):
    """p-orbital kinetic matrix in units of C, in the J basis."""
    k = np.asarray(k, float)
    along, across = p1 + 4 * p2, p1 - 2 * p2
    m = 6 * p3 * np.outer(k, k)
    for i in range(3):
        m[i, i] = along * k[i]**2 + across * (k @ k - k[i]**2)
    return to_J(np.kron(m, np.eye(2)))


STRAIN = to_J(np.kron(np.diag([-1.0, -1.0, 2.0]), np.eye(2)))
LS = sum(l @ s for l, s in zip(orbital_L, spin_S))
SPIN_ORBIT = to_J(split_off / 3 * (np.eye(6) - 2 * LS))

# Test: projection of orbitals gives the four masses, for several materials
rng = np.random.default_rng(3)
for p1, p2, p3 in [(g1, g2, g3), (4.3, 0.3, 1.4), (7.0, 2.1, 2.9)]:
    dz = np.diag(kinetic([0, 0, 1], p1, p2, p3)).real
    for angle in (0.0, 0.4, np.pi / 4):
        n = [np.cos(angle), np.sin(angle), 0]
        dp = np.diag(kinetic(n, p1, p2, p3)).real
        assert np.allclose(dp[:4], [p1 + p2, p1 - p2, p1 - p2, p1 + p2])
        assert np.allclose(2 * dp[:4] + dz[:4], 3 * p1)
    assert np.allclose(dz[:2], [p1 - 2 * p2, p1 + 2 * p2])

# Test: same spectrum as Luttinger's Hamiltonian built from spin-3/2 matrices
raising = np.diag([np.sqrt(3), 2, np.sqrt(3)], 1).astype(complex)
lowering = raising.conj().T
Js = [(raising + lowering) / 2, (raising - lowering) / 2j,
      np.diag([1.5, 0.5, -0.5, -1.5]).astype(complex)]
for _ in range(5):
    k = rng.normal(size=3)
    lutt = (g1 + 2.5 * g2) * (k @ k) * np.eye(4, dtype=complex)
    for i in range(3):
        lutt -= 2 * g2 * k[i]**2 * Js[i] @ Js[i]
        for j in range(i):
            lutt -= 2 * g3 * k[i] * k[j] * (Js[i] @ Js[j] + Js[j] @ Js[i])
    assert np.allclose(np.linalg.eigvalsh(lutt),
                       np.linalg.eigvalsh(kinetic(k)[:4, :4]))

# Bulk bands without strain: the heavy band is heavy in every direction
bulk = {}
for name, k in [("[100]", [1, 0, 0]), ("[001]", [0, 0, 1]),
                ("[110]", [1, 1, 0]), ("[111]", [1, 1, 1])]:
    unit = np.array(k) / np.linalg.norm(k)
    bulk[name] = 1 / np.linalg.eigvalsh(kinetic(unit)[:4, :4])[[0, 2]]
assert np.isclose(bulk["[100]"][0], bulk["[001]"][0])
heavy_all, light_all = [], []
for _ in range(300):
    k = rng.normal(size=3)
    ev = np.linalg.eigvalsh(kinetic(k / np.linalg.norm(k))[:4, :4])
    heavy_all.append(1 / ev[0])
    light_all.append(1 / ev[2])
assert min(heavy_all) > max(light_all)

# Weight of the Jz=3/2 state on the heavy band for motion along x
vec_x = np.linalg.eigh(kinetic([1, 0, 0])[:4, :4])[1]
heavy_weight = np.sum(abs(vec_x[0, :2])**2)
assert np.isclose(heavy_weight, 0.25)

# Strained layer at kz = 0
half_split = deformation_b * strain * (1 + 2 * elastic_ratio)
k_small = 0.002


def layer_inverse_masses(bands, angle):
    def energies(k):
        n = [np.cos(angle), np.sin(angle), 0]
        h = C * k**2 * kinetic(n) + half_split * STRAIN + SPIN_ORBIT
        return np.linalg.eigvalsh(h[:bands, :bands])[[0, 2]]
    return (energies(k_small) - energies(0)) / (C * k_small**2)


for angle in (0.0, np.pi / 4):
    assert np.allclose(layer_inverse_masses(4, angle), [g1 + g2, g1 - g2],
                       rtol=1e-3)
    assert np.isclose(layer_inverse_masses(6, angle)[0], g1 + g2, rtol=1e-3)
layer_six = layer_inverse_masses(6, 0.0)


def make_well(half, bands=4, n_sine=24, side=0.0, barrier=0.0, field=0.0):
    """Coupled-band well in a sine basis; returns H(k, angle)."""
    width = WELL + 2 * side
    edges = [0, side, side + WELL, width]
    x, w = np.polynomial.legendre.leggauss(120)
    z, wz = [], []
    for lo, hi in zip(edges[:-1], edges[1:]):
        if hi > lo:
            z.append((hi + lo) / 2 + (hi - lo) / 2 * x)
            wz.append((hi - lo) / 2 * w)
    z, wz = np.concatenate(z), np.concatenate(wz)
    q = np.pi * np.arange(1, n_sine + 1) / width
    s = np.sqrt(2 / width) * np.sin(np.outer(z, q))
    ds = np.sqrt(2 / width) * np.cos(np.outer(z, q)) * q
    inside = ((z > side) & (z < side + WELL)).astype(float)
    tilt = field * np.clip(z - width / 2, -WELL / 2, WELL / 2)
    pot = (1 - inside) * (barrier - half) + tilt
    kz = -1j * (s.T * wz) @ ds
    kz2 = (ds.T * wz) @ ds
    shape = (s.T * (wz * inside)) @ s
    V = (s.T * (wz * pot)) @ s
    one = np.eye(n_sine)
    Kzz = kinetic([0, 0, 1])

    def hamiltonian(k, angle=0.0):
        nx, ny = np.cos(angle), np.sin(angle)
        P = kinetic([nx, ny, 0])
        X = kinetic([nx, ny, 1]) - P - Kzz
        cut = slice(0, bands)
        h = C * (np.kron(Kzz[cut, cut], kz2) + k * np.kron(X[cut, cut], kz)
                 + k**2 * np.kron(P[cut, cut], one))
        h = h + half * np.kron(STRAIN[cut, cut], shape)
        h = h + np.kron(SPIN_ORBIT[cut, cut], one)
        return h + np.kron(np.eye(bands), V)
    hamiltonian.bands = bands
    return hamiltonian


def doublets(matrix, bands):
    """Mean energy and LH weight of each spin pair."""
    e, v = np.linalg.eigh(matrix)
    weight = (abs(v.reshape(bands, -1, len(e)))**2).sum(axis=1)[1:3].sum(axis=0)
    return e.reshape(-1, 2).mean(axis=1), weight.reshape(-1, 2).mean(axis=1)


def inverse_mass(ham, kind, extra=0.0):
    e0, lh = doublets(ham(0.0) + extra, ham.bands)
    index = np.argmax(lh > 0.5) if kind == "LH" else np.argmax(lh < 0.5)
    e1 = doublets(ham(k_small) + extra, ham.bands)[0]
    return (e1[index] - e0[index]) / (C * k_small**2)


def level(kind, n):
    """Uncoupled hard-wall subband edge, from the unstrained band edge."""
    inv, shift = ((g1 - 2 * g2, -half_split) if kind == "HH"
                  else (g1 + 2 * g2, half_split))
    return C * inv * (np.pi * n / WELL)**2 + shift


def mixing_terms(kind):
    """Second-order changes of m0/m_plane from partners m = 2, 4, 6, ..."""
    m = np.arange(2, 2001, 2)
    kz_element = 4 * m / (WELL * (m**2 - 1))
    other = "LH" if kind == "HH" else "HH"
    return -12 * g3**2 * C * kz_element**2 / (level(other, m) - level(kind, 1))


# Test: second-order mass formula against full diagonalization
hard4 = make_well(half_split)
pert = {"HH": g1 + g2 + mixing_terms("HH").sum(),
        "LH": g1 - g2 + mixing_terms("LH").sum()}
for kind in ("HH", "LH"):
    assert np.isclose(inverse_mass(hard4, kind), pert[kind], rtol=3e-3)

# Test of cause: push HH2 out of reach and its term in the LH1 mass vanishes
assert level("HH", 2) < level("LH", 1)
remove = np.zeros((4, 24))
remove[[0, 3], 1] = 1000.0
lh_without = inverse_mass(hard4, "LH", np.diag(remove.ravel()))
assert np.isclose(lh_without, pert["LH"] - mixing_terms("LH")[0], rtol=5e-3)

# Test: a very large splitting restores the diagonal mass of the lowest subband
assert np.isclose(inverse_mass(make_well(400 * half_split), "HH"),
                  g1 + g2, rtol=0.02)
assert np.isclose(inverse_mass(make_well(-400 * half_split), "LH"),
                  g1 - g2, rtol=0.02)

# Neglected effects, added one after another
p_nm = density * 1e-14
mean_field = (const.e * density * 1e4
              / (2 * permittivity * const.epsilon_0)) * 1e-9   # V/nm
open_well = dict(bands=6, n_sine=48, side=8.0, barrier=barrier_height)
final = make_well(half_split, field=mean_field, **open_well)
models = [("4 bands, hard walls", hard4),
          ("6 bands, hard walls", make_well(half_split, bands=6)),
          ("6 bands, finite barriers", make_well(half_split, **open_well)),
          ("6 bands, barriers, gate field", final)]
masses = [(name, inverse_mass(h, "HH"), inverse_mass(h, "LH"))
          for name, h in models]
assert all(hh > g1 - 2 * g2 for _, hh, _ in masses)
finer = make_well(half_split, field=mean_field, **{**open_well, "n_sine": 64})
assert np.isclose(inverse_mass(finer, "HH"), masses[-1][1], rtol=0.02)
assert np.isclose(inverse_mass(finer, "LH"), masses[-1][2], rtol=0.05)

k_fermi = np.sqrt(2 * np.pi * p_nm)
edges0, lh_weight = doublets(final(0.0), 6)
fermi_mass = [C * k_fermi**2 / (doublets(final(k_fermi, a), 6)[0][0] - edges0[0])
              for a in (0.0, np.pi / 4)]

# Thermal filling: edges of the last model, diagonal in-plane masses
kT = const.k * temperature / const.e
top = barrier_height - half_split - mean_field * WELL / 2
bound = edges0 < top
rel = edges0[bound] - edges0[0]
is_light = lh_weight[bound] > 0.5
dos_mass = np.where(is_light, 1 / (g1 - g2), 1 / (g1 + g2))


def filling(mu):
    return dos_mass * kT / (2 * np.pi * C) * np.logaddexp(0, (mu - rel) / kT)


mu = brentq(lambda m: filling(m).sum() - p_nm, -1, 1)
share = filling(mu) / p_nm
gap_diag = level("LH", 1) - level("HH", 1)
k_cross = np.sqrt(gap_diag / (2 * g2 * C))

print("INPUTS (rough germanium values, chosen channel)")
print(f"Luttinger g1, g2, g3: {g1}, {g2}, {g3}")
print(f"split-off energy: {1e3*split_off:.0f} meV")
print(f"deformation potential b: {1e3*deformation_b:.0f} meV")
print(f"C12/C11: {elastic_ratio}; relative permittivity: {permittivity:.0f}")
print(f"direct gap: {1e3*direct_gap:.0f} meV")
print(f"barrier above HH edge: {1e3*barrier_height:.0f} meV")
print(f"well width: {WELL:.0f} nm; in-plane strain: {100*strain:.1f} %")
print(f"hole density: {density:.1e} cm^-2; temperature: {temperature:.0f} K")
print(f"hbar^2/(2 m0): {1e3*C:.2f} meV nm^2")
print("DIAGONAL MODEL (masses in m0)")
print(f"HH: m_z = {1/(g1-2*g2):.4f}, m_plane = {1/(g1+g2):.4f}")
print(f"LH: m_z = {1/(g1+2*g2):.4f}, m_plane = {1/(g1-g2):.4f}")
print(f"in-plane mass ratio LH/HH: {(g1+g2)/(g1-g2):.3f}")
print(f"heavy-band weight of Jz=3/2 for k along x: {heavy_weight:.3f}")
print("BULK, NO STRAIN (masses in m0: heavy, light)")
for name, (mh, ml) in bulk.items():
    print(f"k along {name}: {mh:.4f}, {ml:.4f}")
print("STRAINED LAYER AT kz = 0, 6 bands (m_plane in m0)")
print(f"HH: {1/layer_six[0]:.4f}; LH: {1/layer_six[1]:.4f}")
print("UNCOUPLED HARD-WALL SUBBANDS (from the HH edge of the well)")
print(f"strain splitting of HH and LH edges: {2e3*half_split:.1f} meV")
for kind, n in [("HH", 1), ("HH", 2), ("LH", 1), ("LH", 2)]:
    print(f"{kind}{n}: {1e3*(level(kind, n)+half_split):.1f} meV")
print(f"HH1 and LH1 parabolas cross at k = {k_cross:.3f} nm^-1,")
print(f"  {1e3*C*(g1+g2)*k_cross**2:.0f} meV above the HH1 edge")
print("MIXING, 4 bands, hard walls: changes of m0/m_plane")
print(f"HH1: diagonal {g1+g2:.2f}, LH2 term {mixing_terms('HH')[0]:.2f}, "
      f"total {pert['HH']:.2f}")
print(f"LH1: diagonal {g1-g2:.2f}, HH2 term {mixing_terms('LH')[0]:.2f}, "
      f"total {pert['LH']:.2f}")
print(f"LH1 with HH2 removed (diagonalized): {lh_without:.2f}")
print("IN-PLANE MASS AT k = 0 (in m0: HH1, LH1)")
for name, hh, lh in masses:
    print(f"{name}: {1/hh:.4f}, {1/lh:.4f}")
print("OTHER NEGLECTED EFFECTS")
print(f"mean gate field in well: {10*mean_field:.4f} MV/cm")
print(f"potential drop across well: {1e3*mean_field*WELL:.1f} mV")
print(f"Fermi wave vector (T = 0, HH1 only): {k_fermi:.3f} nm^-1")
print(f"Fermi energy, diagonal mass: {1e3*C*(g1+g2)*k_fermi**2:.1f} meV")
print(f"HH1 mass from E(kF)-E(0), last model: [100] {fermi_mass[0]:.4f} m0,"
      f" [110] {fermi_mass[1]:.4f} m0")
print(f"thermal energy kT: {1e3*kT:.1f} meV")
print("bound edges above HH1, last model: "
      + ", ".join(f"{'LH' if l else 'HH'} {1e3*r:.1f}"
                  for r, l in zip(rel, is_light)) + " meV")
print(f"share of holes in HH1: {100*share[0]:.1f} %, in LH subbands: "
      f"{100*share[is_light].sum():.1f} %")
print(f"confinement energy / direct gap: HH1 "
      f"{(level('HH', 1)+half_split)/direct_gap:.3f}, LH1 "
      f"{(level('LH', 1)-half_split)/direct_gap:.3f}")
print("success")
```

It prints:

```
INPUTS (rough germanium values, chosen channel)
Luttinger g1, g2, g3: 13.4, 4.2, 5.7
split-off energy: 290 meV
deformation potential b: -2300 meV
C12/C11: 0.37; relative permittivity: 16
direct gap: 800 meV
barrier above HH edge: 150 meV
well width: 10 nm; in-plane strain: -0.8 %
hole density: 5.0e+11 cm^-2; temperature: 300 K
hbar^2/(2 m0): 38.10 meV nm^2
DIAGONAL MODEL (masses in m0)
HH: m_z = 0.2000, m_plane = 0.0568
LH: m_z = 0.0459, m_plane = 0.1087
in-plane mass ratio LH/HH: 1.913
heavy-band weight of Jz=3/2 for k along x: 0.250
BULK, NO STRAIN (masses in m0: heavy, light)
k along [100]: 0.2000, 0.0459
k along [001]: 0.2000, 0.0459
k along [110]: 0.3744, 0.0414
k along [111]: 0.5000, 0.0403
STRAINED LAYER AT kz = 0, 6 bands (m_plane in m0)
HH: 0.0568; LH: 0.0886
UNCOUPLED HARD-WALL SUBBANDS (from the HH edge of the well)
strain splitting of HH and LH edges: 64.0 meV
HH1: 18.8 meV
HH2: 75.2 meV
LH1: 146.0 meV
LH2: 391.9 meV
HH1 and LH1 parabolas cross at k = 0.630 nm^-1,
  267 meV above the HH1 edge
MIXING, 4 bands, hard walls: changes of m0/m_plane
HH1: diagonal 17.60, LH2 term -2.83, total 14.61
LH1: diagonal 9.20, HH2 term 14.92, total 22.83
LH1 with HH2 removed (diagonalized): 7.91
IN-PLANE MASS AT k = 0 (in m0: HH1, LH1)
4 bands, hard walls: 0.0685, 0.0438
6 bands, hard walls: 0.0686, 0.0451
6 bands, finite barriers: 0.0767, 0.0734
6 bands, barriers, gate field: 0.0773, 0.0727
OTHER NEGLECTED EFFECTS
mean gate field in well: 0.0283 MV/cm
potential drop across well: 28.3 mV
Fermi wave vector (T = 0, HH1 only): 0.177 nm^-1
Fermi energy, diagonal mass: 21.1 meV
HH1 mass from E(kF)-E(0), last model: [100] 0.0868 m0, [110] 0.0953 m0
thermal energy kT: 25.9 meV
bound edges above HH1, last model: HH 0.0, HH 37.8, LH 69.4, HH 93.9 meV
share of holes in HH1: 67.1 %, in LH subbands: 11.4 %
confinement energy / direct gap: HH1 0.024, LH1 0.102
success
```
